# A finite-difference Poisson solver for a charge in a dielectric cavity: a numerical check

```python
"""
Finite-difference Poisson equation with a permittivity jump, tested on the Born ion.

Result under test: with link permittivities equal to the length-weighted harmonic
mean, and with the vacuum energy of the SAME grid subtracted, the grid energy
converges to  dG = -(k q^2 / 2R) (1 - 1/eps_s)  with an error of about order h^2;
the arithmetic mean gives order h, and unsubtracted energies diverge as 1/h.

Symbols: k = e^2/(4 pi eps0) in eV Angstrom, q = 1 charge in e, R = sphere radius,
eps_s = permittivity outside (1 inside), h = grid spacing, n = cells per box edge,
d = displacement of the charge from the sphere centre along x.
Lengths are in Angstrom, energies in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import eval_legendre, i0e

K = const.e / (4 * np.pi * const.epsilon_0) * 1e10
EV_TO_KJMOL = const.e * const.N_A / 1000
R = 2.0
BOX = 8.0
EPS_WATERLIKE = 80.0


def link_permittivity(inside_fraction, eps_s, rule):
    """Mean permittivity of a link, given the fraction of its length inside."""
    f = inside_fraction
    if rule == "harmonic":
        return 1.0 / (f + (1 - f) / eps_s)
    return f + (1 - f) * eps_s


def link_arrays(nodes, eps_s, rule):
    """Permittivities of all x, y and z links that touch interior nodes."""
    h = nodes[1] - nodes[0]
    inner = nodes[1:-1]
    rho2 = inner[:, None] ** 2 + inner[None, :] ** 2
    half_chord = np.sqrt(np.maximum(R**2 - rho2, 0.0))[None, :, :]
    start = nodes[:-1, None, None]
    overlap = np.minimum(start + h, half_chord) - np.maximum(start, -half_chord)
    fraction = np.clip(overlap / h, 0.0, 1.0)
    ex = link_permittivity(fraction, eps_s, rule)
    # The sphere is centred at the origin and all three axes use the same nodes.
    ey = np.ascontiguousarray(np.moveaxis(ex, 0, 1))
    ez = np.ascontiguousarray(np.moveaxis(ex, 0, 2))
    return ex, ey, ez


def outflow(links, phi):
    """Sum over the six links of eps * (phi_node - phi_neighbour)."""
    ex, ey, ez = links
    total = np.diff(ex * np.diff(phi[:, 1:-1, 1:-1], axis=0), axis=0)
    total += np.diff(ey * np.diff(phi[1:-1, :, 1:-1], axis=1), axis=1)
    total += np.diff(ez * np.diff(phi[1:-1, 1:-1, :], axis=2), axis=2)
    return -total


def outer_potential(x, y, z, eps_s, d):
    """Analytic potential outside the sphere for a unit charge at (d, 0, 0)."""
    r = np.sqrt(x**2 + y**2 + z**2)
    value = np.zeros_like(r)
    for l in range(25):
        weight = (2 * l + 1) / (eps_s * (l + 1) + l)
        value += weight * d**l / r ** (l + 1) * eval_legendre(l, x / r)
    return K * value


def grid_energy(n, eps_s, rule="harmonic", d=0.0, cell_shift=0.0):
    """Half the sum of charge times total grid potential, in eV."""
    h = BOX / n
    nodes = (np.arange(n + 1) - n / 2 + cell_shift) * h
    links = link_arrays(nodes, eps_s, rule)
    ex, ey, ez = links
    diagonal = (ex[1:] + ex[:-1] + ey[:, 1:] + ey[:, :-1]
                + ez[:, :, 1:] + ez[:, :, :-1])
    # Trilinear spreading of the unit charge by hat functions.
    hat_x = np.maximum(0.0, 1 - np.abs(nodes - d) / h)[1:-1]
    hat_0 = np.maximum(0.0, 1 - np.abs(nodes) / h)[1:-1]
    charge = hat_x[:, None, None] * hat_0[None, :, None] * hat_0[None, None, :]
    # Boundary values enter the right-hand side.
    phi = np.zeros((n + 1, n + 1, n + 1))
    edge = np.ones(phi.shape, dtype=bool)
    edge[1:-1, 1:-1, 1:-1] = False
    i, j, m = np.nonzero(edge)
    phi[i, j, m] = outer_potential(nodes[i], nodes[j], nodes[m], eps_s, d)
    residual = 4 * np.pi * K * charge / h - outflow(links, phi)
    # Conjugate gradients with the diagonal as preconditioner.
    solution = np.zeros_like(residual)
    z = residual / diagonal
    direction = z.copy()
    rz = np.vdot(residual, z)
    target = 1e-18 * rz
    padded = np.zeros_like(phi)
    for _ in range(3000):
        padded[1:-1, 1:-1, 1:-1] = direction
        image = outflow(links, padded)
        step = rz / np.vdot(direction, image)
        solution += step * direction
        residual -= step * image
        z = residual / diagonal
        rz_new = np.vdot(residual, z)
        if rz_new < target:
            break
        direction *= rz_new / rz
        direction += z
        rz = rz_new
    assert rz_new < target, "conjugate gradients did not converge"
    return 0.5 * np.sum(charge * solution)


def capacitor_error(rule, a=0.437, cells=10, eps_s=EPS_WATERLIKE):
    """Largest nodal error for two layers between plates at potentials 1 and 0."""
    x = np.linspace(0, 1, cells + 1)
    fraction = np.clip((a - x[:-1]) * cells, 0, 1)
    e = link_permittivity(fraction, eps_s, rule)
    matrix = np.diag(e[1:] + e[:-1]) - np.diag(e[1:-1], 1) - np.diag(e[1:-1], -1)
    rhs = np.zeros(cells - 1)
    rhs[0] = e[0]
    numeric = np.linalg.solve(matrix, rhs)
    flux = 1 / (a + (1 - a) / eps_s)
    exact = np.where(x < a, 1 - flux * x, flux * (1 - x) / eps_s)[1:-1]
    return np.max(np.abs(numeric - exact))


# --- Born energy from the field energy outside the sphere ---
born = -K / (2 * R) * (1 - 1 / EPS_WATERLIKE)
field_energy = quad(lambda r: 0.5 * K * (1 / EPS_WATERLIKE - 1) / r**2, R, np.inf)[0]
assert abs(field_energy - born) < 1e-7
print(f"k = {K:.5f} eV A; q = 1 e; R = {R:.1f} A; eps_s = {EPS_WATERLIKE:.0f}")
print(f"cube side = {BOX:.1f} A")
print(f"Born energy = {born:.5f} eV = {born * EV_TO_KJMOL:.2f} kJ/mol")

# --- One dimension: normal field across a boundary between nodes ---
err_h = capacitor_error("harmonic")
err_a = capacitor_error("arithmetic")
assert err_h < 1e-12 and err_a > 0.01
print("capacitor: 10 cells, plates 1 V and 0 V, boundary at 0.437")
print(f"  largest nodal error, harmonic   = {err_h:.1e} V")
print(f"  largest nodal error, arithmetic = {err_a:.4f} V")

# --- Tangential field along a boundary y = x + c through one face ---
c = 0.2
s = (np.arange(1000) + 0.5) / 1000 - 0.5
link_inside = np.mean(0 > s + c)
true_eps = np.mean(np.where(s > c, 1.0, EPS_WATERLIKE))
harm_eps = link_permittivity(link_inside, EPS_WATERLIKE, "harmonic")
arit_eps = link_permittivity(link_inside, EPS_WATERLIKE, "arithmetic")
assert abs(arit_eps / true_eps - 1) < 1e-10 and harm_eps < 0.5 * true_eps
print(f"45-degree boundary, tangential field, offset c = {c:.1f} h:")
print(f"  inside fraction of link = {link_inside:.3f}")
print(f"  effective eps: true {true_eps:.3f}, arithmetic {arit_eps:.3f},"
      f" harmonic {harm_eps:.3f}")

# --- Born ion on a sequence of grids ---
grids = [18, 22, 30, 38, 46, 58]
spacing = BOX / np.array(grids)
vacuum = np.array([grid_energy(n, 1.0) for n in grids])
solvated = np.array([grid_energy(n, EPS_WATERLIKE) for n in grids])
solvated_a = np.array([grid_energy(n, EPS_WATERLIKE, "arithmetic") for n in grids])
dg_h = solvated - vacuum
dg_a = solvated_a - vacuum
rel_h = 100 * (dg_h / born - 1)
rel_a = 100 * (dg_a / born - 1)
print("raw energies (harmonic): n, h/A, solvated/eV, vacuum/eV")
for row in zip(grids, spacing, solvated, vacuum):
    print("  %2d  %.4f  %10.4f  %10.4f" % row)
print("subtracted: n, harmonic/eV, error/%, arithmetic/eV, error/%")
for row in zip(grids, dg_h, rel_h, dg_a, rel_a):
    print("  %2d  %.5f  %+.4f  %.5f  %+.3f" % row)
order_h = np.polyfit(np.log(spacing), np.log(np.abs(rel_h)), 1)[0]
order_a = np.polyfit(np.log(spacing), np.log(np.abs(rel_a)), 1)[0]
print(f"fitted order: harmonic {order_h:.2f}, arithmetic {order_a:.2f}")
print(f"finest harmonic result = {dg_h[-1] * EV_TO_KJMOL:.2f} kJ/mol")
# Cut positions scatter from grid to grid, so fitted orders are not integers.
assert 1.4 < order_h < 2.8
assert 0.7 < order_a < 1.4
assert abs(rel_h[-1]) < 0.3
assert abs(rel_a[-1]) > 5 * abs(rel_h[-1])

# --- Lattice self-energy and its cancellation ---
g = quad(lambda u: 2 * u * i0e(2 * u * u) ** 3, 0, np.inf)[0]
self_product = 2 * np.pi * K * g
assert np.max(np.abs(vacuum * spacing / self_product - 1)) < 1e-3
print(f"lattice constant g = {g:.6f}")
print(f"self-energy times h: predicted {self_product:.4f} eV A,"
      f" finest grid {vacuum[-1] * spacing[-1]:.4f} eV A")
mixed = solvated[-1] - vacuum[3]
assert abs(mixed - born) > 10 * abs(born)
print(f"solvated n={grids[-1]} minus vacuum n={grids[3]}: {mixed:.3f} eV")
shift_vac = grid_energy(grids[3], 1.0, cell_shift=0.5)
shift_sol = grid_energy(grids[3], EPS_WATERLIKE, cell_shift=0.5)
shift_dg = shift_sol - shift_vac
assert abs(shift_vac - vacuum[3]) > 5 * abs(born)
assert abs(shift_dg / dg_h[3] - 1) < 0.005
print(f"ion at cell centre instead of node, n = {grids[3]}:")
print(f"  solvated {shift_sol:.4f} eV, vacuum {shift_vac:.4f} eV")
print(f"  difference {shift_dg:.5f} eV (at node {dg_h[3]:.5f} eV)")

# --- Displaced charge: tangential field present, lower contrast ---
eps_low, d = 4.0, 1.0
l = np.arange(60)
series = -K / (2 * R) * np.sum((l + 1) * (eps_low - 1)
                               / (eps_low * (l + 1) + l) * (d / R) ** (2 * l))
print(f"displaced charge: d = {d:.1f} A, eps_s = {eps_low:.0f},"
      f" series = {series:.5f} eV")
for n in (16, 32, 56):
    value = grid_energy(n, eps_low, d=d) - grid_energy(n, 1.0, d=d)
    off_error = 100 * (value / series - 1)
    print(f"  n = {n}, h = {BOX / n:.4f} A: {value:.5f} eV,"
          f" error {off_error:+.3f} %")
assert abs(off_error) < 1.0

print("done: every assertion held")
```

Output:

```
k = 14.39965 eV A; q = 1 e; R = 2.0 A; eps_s = 80
cube side = 8.0 A
Born energy = -3.55491 eV = -343.00 kJ/mol
capacitor: 10 cells, plates 1 V and 0 V, boundary at 0.437
  largest nodal error, harmonic   = 1.1e-16 V
  largest nodal error, arithmetic = 0.0790 V
45-degree boundary, tangential field, offset c = 0.2 h:
  inside fraction of link = 0.300
  effective eps: true 56.300, arithmetic 56.300, harmonic 3.239
raw energies (harmonic): n, h/A, solvated/eV, vacuum/eV
  18  0.4444     47.8806     51.4474
  22  0.3636     59.3178     62.8808
  30  0.2667     82.1879     85.7471
  38  0.2105    105.0559    108.6133
  46  0.1739    127.9228    131.4793
  58  0.1379    162.2224    165.7784
subtracted: n, harmonic/eV, error/%, arithmetic/eV, error/%
  18  -3.56677  +0.3336  -3.95676  +11.304
  22  -3.56299  +0.2271  -3.79533  +6.763
  30  -3.55918  +0.1200  -3.76877  +6.016
  38  -3.55733  +0.0679  -3.70772  +4.298
  46  -3.55658  +0.0469  -3.69697  +3.996
  58  -3.55596  +0.0296  -3.66048  +2.970
fitted order: harmonic 2.10, arithmetic 1.03
finest harmonic result = -343.10 kJ/mol
lattice constant g = 0.252731
self-energy times h: predicted 22.8660 eV A, finest grid 22.8660 eV A
solvated n=58 minus vacuum n=38: 53.609 eV
ion at cell centre instead of node, n = 38:
  solvated 35.1247 eV, vacuum 38.6822 eV
  difference -3.55750 eV (at node -3.55733 eV)
displaced charge: d = 1.0 A, eps_s = 4, series = -3.49178 eV
  n = 16, h = 0.5000 A: -3.53446 eV, error +1.222 %
  n = 32, h = 0.2500 A: -3.49641 eV, error +0.133 %
  n = 56, h = 0.1429 A: -3.49183 eV, error +0.002 %
done: every assertion held
```
